# Hopping in a deep optical lattice and the failure of Gaussian orbitals: test program

```python
"""Deep-lattice hopping of H = -d^2/dz^2 + s sin^2(z), energies in E_R, z = k x.

Result under test, with sigma = sqrt(s):
  J = (4/sqrt(pi)) s^(3/4) exp(-2 sigma) [1 - 7/(16 sigma) + O(1/s)],
while Gaussian orbitals exp(-alpha z^2/2) give a hopping that decays as
exp(-pi^2 sigma/4), which is exponentially too small.
J is minus the Hamiltonian element between neighbouring Wannier functions,
J_m the same for m-th neighbours, W the width of the lowest band.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import mathieu_a, mathieu_b

mp.mp.dps = 100
PI = np.pi
MID = PI / 2                      # barrier top between wells at 0 and pi


def band_edge(s, upper):
    """Lowest eigenvalue of the cosine-basis matrix, by Newton from below."""
    s = mp.mpf(s)
    size = int(mp.sqrt(s)) + 20
    shift = 1 if upper else 0
    diag = [(2 * j + shift) ** 2 + s / 2 for j in range(size)]
    if upper:
        diag[0] -= s / 4
    x = mp.sqrt(s) - 1
    for _ in range(200):
        p_old, p = mp.mpf(1), diag[0] - x
        d_old, d = mp.mpf(0), mp.mpf(-1)
        for j in range(1, size):
            off2 = (s / 4) ** 2 * (2 if (j == 1 and not upper) else 1)
            p_new = (diag[j] - x) * p - off2 * p_old
            d_new = (diag[j] - x) * d - p - off2 * d_old
            p_old, p, d_old, d = p, p_new, d, d_new
        step = p / d
        x -= step
        if abs(step) < mp.mpf(10) ** (-48):
            return x
    raise RuntimeError("band edge did not converge")


def leading(s):
    s = mp.mpf(s)
    return 4 / mp.sqrt(mp.pi) * s ** mp.mpf("0.75") * mp.exp(-2 * mp.sqrt(s))


def gaussian_hopping(s, alpha):
    s, alpha = mp.mpf(s), mp.mpf(alpha)
    overlap = mp.exp(-alpha * mp.pi ** 2 / 4)
    return overlap * (alpha ** 2 * mp.pi ** 2 / 4 - s * mp.exp(-1 / alpha))


def optimal_alpha(s):
    root = np.sqrt(s)
    return brentq(lambda a: a * a - s * np.exp(-1 / a), 0.7 * root, root,
                  xtol=1e-13)


SITES = 21
KAPPAS = 2 * np.arange(-(SITES // 2), SITES // 2 + 1) / SITES
RECIPROCAL = 2 * np.arange(-20, 21)


def lowest_band(s):
    energies, vectors = [], []
    hop = -s / 4 * np.ones(len(RECIPROCAL) - 1)
    for kappa in KAPPAS:
        h = np.diag((kappa + RECIPROCAL) ** 2 + s / 2)
        h = h + np.diag(hop, 1) + np.diag(hop, -1)
        val, vec = np.linalg.eigh(h)
        energies.append(val[0])
        vectors.append(vec[:, 0] * np.sign(vec[:, 0].sum()))
    return np.array(energies), np.array(vectors)


def fourier_hopping(energies, m):
    return -np.mean(energies * np.cos(PI * m * KAPPAS))


def edge_states(s, size=80):
    """Normalised band-edge functions on one cell, and the upper derivative."""
    n = np.arange(size)
    off = -s / 4 * np.ones(size - 1)
    h_up = np.diag((2 * n + 1.0) ** 2 + s / 2) + np.diag(off, 1) + np.diag(off, -1)
    h_up[0, 0] -= s / 4
    off_low = off.copy()
    off_low[0] *= np.sqrt(2)
    h_low = np.diag((2.0 * n) ** 2 + s / 2) + np.diag(off_low, 1) + np.diag(off_low, -1)
    c = np.linalg.eigh(h_low)[1][:, 0]
    d = np.linalg.eigh(h_up)[1][:, 0]
    norm = np.full(size, np.sqrt(2 / PI))
    norm_low = norm.copy()
    norm_low[0] = np.sqrt(1 / PI)
    c = c * norm_low
    d = d * norm
    c = c * np.sign(c.sum())
    d = d * np.sign(d.sum())

    def low(z):
        return float(np.dot(c, np.cos(2 * n * z)))

    def up(z):
        return float(np.dot(d, np.cos((2 * n + 1) * z)))

    def up_slope(z):
        return float(-np.dot(d * (2 * n + 1), np.sin((2 * n + 1) * z)))

    return low, up, up_slope


# ---------- worked lattice: band edges, Wannier functions, hoppings ----------
S0 = 20
sigma0 = np.sqrt(S0)
e_low, e_up = band_edge(S0, False), band_edge(S0, True)
width = float(e_up - e_low)
assert abs(float(e_low) - (mathieu_a(0, S0 / 4) + S0 / 2)) < 1e-7
assert abs(float(e_up) - (mathieu_b(1, S0 / 4) + S0 / 2)) < 1e-7

energies, vectors = lowest_band(S0)
J1, J2, J3 = [fourier_hopping(energies, m) for m in (1, 2, 3)]
assert abs(width / 4 - J1 - J3) < 1e-12
for s in (10, 20):                 # farther hoppings are higher powers of J1
    band = lowest_band(s)[0]
    j1, j2, j3 = [fourier_hopping(band, m) for m in (1, 2, 3)]
    assert abs(j2) < 2 * j1 ** 2 and abs(j3) < 5 * j1 ** 3

POINTS = 64
dz = PI / POINTS
grid = np.arange(SITES * POINTS) * dz
wannier = np.zeros(len(grid), complex)
kinetic = np.zeros(len(grid), complex)
for kappa, vec in zip(KAPPAS, vectors):
    momentum = kappa + RECIPROCAL
    waves = np.exp(1j * np.outer(grid, momentum)) / (SITES * np.sqrt(PI))
    wannier += waves @ vec
    kinetic += waves @ (momentum ** 2 * vec)
assert np.max(np.abs(wannier.imag)) < 1e-10
w0 = wannier.real
h_w0 = kinetic.real + S0 * np.sin(grid) ** 2 * w0
w1 = np.roll(w0, POINTS)
assert abs(np.sum(w0 * w0) * dz - 1) < 1e-10
assert abs(np.sum(w0 * w1) * dz) < 1e-10
J_wannier = -np.sum(w1 * h_w0) * dz
assert abs(J_wannier - J1) < 1e-10

# ---------- exact identity between band width and midpoint amplitudes ----------
low, up, up_slope = edge_states(S0)
overlap_half = quad(lambda z: low(z) * up(z), 0, MID, epsabs=1e-12)[0]
surface = -low(MID) * up_slope(MID)
assert abs(width * overlap_half / surface - 1) < 1e-8
phi_mid = low(MID) / 2
phi_mid_formula = (sigma0 / PI) ** 0.25 * np.sqrt(2) * np.exp(-sigma0)
gauss_mid = (sigma0 / PI) ** 0.25 * np.exp(-sigma0 * PI ** 2 / 8)

# ---------- tail function: residual of the wave equation, then true states ----------
big = mp.mpf(1000)


def tail(z):
    return (mp.sec(z / 2) * (1 + mp.tan(z / 2) ** 2 / (8 * big))
            * mp.exp(-big * (1 - mp.cos(z))))


for z in (mp.mpf("0.5"), mp.mpf(1), mp.pi / 2):
    local_energy = -mp.diff(tail, z, 2) / tail(z) + (big * mp.sin(z)) ** 2
    assert abs(local_energy - (big - mp.mpf(1) / 4)) < 2 / big

sig = 20.0
low_d, up_d, slope_d = edge_states(sig ** 2)
phi0 = (low_d(0) + up_d(0)) / 2
assert abs(phi0 ** 2 / (np.sqrt(sig / PI) * (1 - 3 / (16 * sig))) - 1) < 2e-3
for z in (0.5, 1.0, MID):
    phi = (low_d(z) + up_d(z)) / 2
    shape = (1 + np.tan(z / 2) ** 2 / (8 * sig)) / np.cos(z / 2)
    shape *= np.exp(-sig * (1 - np.cos(z)))
    assert abs(phi / phi0 / shape - 1) < 2e-3
log_slope = slope_d(MID) / low_d(MID)
assert abs(log_slope - (-sig + 0.5)) < 0.05

# ---------- asymptotic law and its first correction at high precision ----------
deficit = {}
for root in (40, 80):
    s = root ** 2
    J_deep = (band_edge(s, True) - band_edge(s, False)) / 4
    deficit[root] = float(root * (1 - J_deep / leading(s)))
extrapolated = 2 * deficit[80] - deficit[40]
assert abs(extrapolated - 7 / 16) < 1e-3

# ---------- Gaussian orbitals: quadrature against the closed forms ----------
line = np.linspace(-20, 20, 40001)
step = line[1] - line[0]


def gaussian_elements(s, alpha, cells):
    g = (alpha / PI) ** 0.25 * np.exp(-alpha * line ** 2 / 2)
    y = line - cells * PI
    ga = (alpha / PI) ** 0.25 * np.exp(-alpha * y ** 2 / 2)
    h_ga = (alpha - alpha ** 2 * y ** 2 + s * np.sin(line) ** 2) * ga
    return np.sum(g * ga) * step, np.sum(g * h_ga) * step


alpha_opt = optimal_alpha(S0)
for alpha in (sigma0, alpha_opt):
    elements = [gaussian_elements(S0, alpha, m) for m in range(-3, 4)]
    signs = np.array([(-1) ** abs(m) for m in range(-3, 4)])
    s_m = np.array([e[0] for e in elements])
    h_m = np.array([e[1] for e in elements])
    gaussian_width = (signs @ h_m) / (signs @ s_m) - h_m.sum() / s_m.sum()
    assert abs(gaussian_width / 4 / float(gaussian_hopping(S0, alpha)) - 1) < 1e-4
site_harm = gaussian_elements(S0, sigma0, 0)[1]
site_opt = gaussian_elements(S0, alpha_opt, 0)[1]
assert site_opt < gaussian_elements(S0, 0.98 * alpha_opt, 0)[1]
assert site_opt < gaussian_elements(S0, 1.02 * alpha_opt, 0)[1]
overlap_harm = gaussian_elements(S0, sigma0, 1)[0]
assert abs(overlap_harm / np.exp(-sigma0 * PI ** 2 / 4) - 1) < 1e-8

# J_deep still belongs to sqrt(s) = 80 here
s_deep, root = 6400, 80
ratio_deep = float(gaussian_hopping(s_deep, root) / J_deep)
ratio_law = (np.sqrt(PI) / 4 * (PI ** 2 / 4 - 1) * s_deep ** 0.25
             * np.exp(-(PI ** 2 / 4 - 2) * root))
assert abs(ratio_deep / ratio_law - 1) < 0.02
alpha_deep = optimal_alpha(s_deep)
assert abs(alpha_deep - (root - 0.5)) < 0.01
gain_deep = float(gaussian_hopping(s_deep, alpha_deep) / gaussian_hopping(s_deep, root))
assert abs(gain_deep / np.exp(PI ** 2 / 8) - 1) < 0.03

# ---------- comparison over lattice depth ----------
rows = []
for s in (5, 10, 20, 40, 100):
    exact = fourier_hopping(lowest_band(s)[0], 1)
    lead = float(leading(s))
    corrected = lead * (1 - 7 / (16 * np.sqrt(s)))
    harmonic = float(gaussian_hopping(s, np.sqrt(s)))
    optimal = float(gaussian_hopping(s, optimal_alpha(s)))
    assert abs(corrected / exact - 1) < abs(lead / exact - 1)
    rows.append((s, exact, lead, corrected, harmonic, optimal))
for a, b in zip(rows, rows[1:]):
    assert b[4] / b[1] < a[4] / a[1] and b[5] / b[1] < a[5] / a[1]
main = [r for r in rows if r[0] == S0][0]

print(f"Lattice depth s = {S0} (E_R), sqrt(s) = {sigma0:.5f}")
print(f"Lower band edge = {float(e_low):.7f} E_R")
print(f"Upper band edge = {float(e_up):.7f} E_R")
print(f"Band width W = {width:.6e} E_R, W/4 = {width / 4:.6e} E_R")
print(f"J from Wannier functions = {J_wannier:.6e} E_R")
print(f"J2 = {J2:.3e} E_R, J3 = {J3:.3e} E_R")
print(f"J leading formula = {main[2]:.5e} E_R")
print(f"J with 7/16 correction = {main[3]:.5e} E_R")
print(f"Half-cell overlap of edge states = {overlap_half:.6f}")
print(f"phi at barrier top, exact = {phi_mid:.5e} (dimensionless)")
print(f"phi at barrier top, formula = {phi_mid_formula:.5e}")
print(f"Harmonic Gaussian at barrier top = {gauss_mid:.5e}")
print(f"phi exact / Gaussian at barrier top = {phi_mid / gauss_mid:.3f}")
print(f"Mean band energy = {np.mean(energies):.5f} E_R")
print(f"On-site energy, harmonic Gaussian = {site_harm:.5f} E_R")
print(f"On-site energy, optimal Gaussian = {site_opt:.5f} E_R")
print(f"Optimal alpha = {alpha_opt:.5f}, harmonic alpha = {sigma0:.5f}")
print(f"Overlap of harmonic Gaussians = {overlap_harm:.4e}")
print(f"J harmonic Gaussian = {main[4]:.4e} E_R")
print(f"J optimal Gaussian = {main[5]:.4e} E_R")
print("Hopping in E_R: s, exact, leading, corrected, harm. G, opt. G")
for r in rows:
    print(f"{r[0]:4d} " + " ".join(f"{v:.4e}" for v in r[1:]))
print("Ratio to exact: s, leading, corrected, harm. G, opt. G")
for r in rows:
    print(f"{r[0]:4d} " + " ".join(f"{v / r[1]:.4f}" for v in r[2:]))
print("sqrt(s)*(1 - J/J_leading):")
print(f"  sqrt(s)=40: {deficit[40]:.5f}, sqrt(s)=80: {deficit[80]:.5f}")
print(f"  extrapolated: {extrapolated:.5f}, 7/16 = {7 / 16:.5f}")
print(f"Exponent coefficients: exact 2, Gaussian {PI ** 2 / 4:.5f}")
print(f"J_G/J at sqrt(s)=80: {ratio_deep:.4e}, law {ratio_law:.4e}")
print(f"Gain of optimal width at sqrt(s)=80: {gain_deep:.4f}")
print(f"Limit of this gain exp(pi^2/8) = {np.exp(PI ** 2 / 8):.4f}")
print("OK")
```

Output:

```
Lattice depth s = 20 (E_R), sqrt(s) = 4.47214
Lower band edge = 4.1999540 E_R
Upper band edge = 4.2099194 E_R
Band width W = 9.965422e-03 E_R, W/4 = 2.491356e-03 E_R
J from Wannier functions = 2.491350e-03 E_R
J2 = -2.950e-06 E_R, J3 = 5.453e-09 E_R
J leading formula = 2.78490e-03 E_R
J with 7/16 correction = 2.51246e-03 E_R
Half-cell overlap of edge states = 0.499915
phi at barrier top, exact = 1.78727e-02 (dimensionless)
phi at barrier top, formula = 1.76454e-02
Harmonic Gaussian at barrier top = 4.38751e-03
phi exact / Gaussian at barrier top = 4.074
Mean band energy = 4.20493 E_R
On-site energy, harmonic Gaussian = 4.23977 E_R
On-site energy, optimal Gaussian = 4.21159 E_R
Optimal alpha = 3.93902, harmonic alpha = 4.47214
Overlap of harmonic Gaussians = 1.6134e-05
J harmonic Gaussian = 5.3817e-04 E_R
J optimal Gaussian = 1.3689e-03 E_R
Hopping in E_R: s, exact, leading, corrected, harm. G, opt. G
   5 6.5767e-02 8.6196e-02 6.9331e-02 3.6713e-02 6.7957e-02
  10 1.9182e-02 2.2739e-02 1.9593e-02 7.1047e-03 1.5927e-02
  20 2.4914e-03 2.7849e-03 2.5125e-03 5.3817e-04 1.3689e-03
  40 1.0687e-04 1.1524e-04 1.0727e-04 1.0780e-05 2.9926e-05
 100 1.4047e-07 1.4709e-07 1.4066e-07 3.0064e-09 9.0187e-09
Ratio to exact: s, leading, corrected, harm. G, opt. G
   5 1.3106 1.0542 0.5582 1.0333
  10 1.1854 1.0214 0.3704 0.8303
  20 1.1178 1.0085 0.2160 0.5494
  40 1.0783 1.0037 0.1009 0.2800
 100 1.0472 1.0013 0.0214 0.0642
sqrt(s)*(1 - J/J_leading):
  sqrt(s)=40: 0.44045, sqrt(s)=80: 0.43896
  extrapolated: 0.43746, 7/16 = 0.43750
Exponent coefficients: exact 2, Gaussian 2.46740
J_G/J at sqrt(s)=80: 3.4000e-16, law 3.3530e-16
Gain of optimal width at sqrt(s)=80: 3.3756
Limit of this gain exp(pi^2/8) = 3.4339
OK
```
